\section*{Inverse-Logarithmic Oxide Growth and Its Neglected Logarithmic Term}

\section{Result}

An oxide film of thickness $X$ grows by injecting ions over an interface barrier, under a fixed voltage $V$ across the film. In strong field its rate law is
\begin{equation}
\frac{dX}{dt}=u_0e^{X_1/X},\qquad
X_1=\frac{qaV}{kT},\qquad
u_0=N\Omega\nu e^{-W/kT}.
\label{rate}
\end{equation}
Here $q>0$ is the ion charge, $a$ the distance from the well to the barrier top, $W$ the zero-field barrier, $\nu$ the attempt frequency, $N$ the number of injectable ions per area and $\Omega$ the oxide volume formed per ion. Define
\begin{equation}
y=\frac{X_1}{X},\qquad \tau=\frac{X_1}{u_0}.
\end{equation}
Once the starting film has been forgotten, integration gives
\begin{equation}
y+2\ln y+\ln\!\left(1+\frac2y\right)
=\ln\frac{\tau}{t}+\varepsilon,
\label{implicit}
\end{equation}
with a small positive remainder $\varepsilon$, for which an upper limit is derived in the integration section. Relative to a reference point $(t_r,X_r)$, freezing the logarithms of $y$ gives the inverse-logarithmic law
\begin{equation}
\boxed{\frac1X\simeq\frac1{X_r}-\frac1{X_1}\ln\frac{t}{t_r}.}
\label{frozen}
\end{equation}
The main term neglected on the right of the corresponding equation for $X_1/X$ is $2\ln(X/X_r)$. It varies slowly compared with $X_1/X$, but it reduces the magnitude of the slope of $1/X$ against $\ln t$ by a fraction slightly below $2/(y+2)$. A straight-line fit therefore returns roughly $X_1+2X$ instead of $X_1$, with $X$ a typical thickness in the fitted range.

Lengths are in nm, times in s, energies in eV and voltages in V.

\section{From the barrier to the rate law}

Let $s$ be the ion's position along the jump and $U(s)$ its zero-field energy. The field $E=V/X$ is taken as uniform, with no space charge, and pushes the ion into the oxide. With force $f=qE$, the energy becomes $U(s)-fs$. Let $B(f)$ be the energy difference between the top $s_{\rm t}$ and the well $s_{\rm w}$. Both points are stationary, so their displacements do not contribute to the first derivative:
\begin{equation}
\frac{dB}{df}=-(s_{\rm t}-s_{\rm w}).
\label{dB}
\end{equation}
At zero field the separation is $a$. To first order,
\begin{equation}
B=W-qaE .
\label{linear}
\end{equation}
This holds for all fields below barrier collapse if the well and top stay fixed, as for sharp corners in the potential. For a smooth barrier it is an approximation, examined in the last section. The linear barrier vanishes at $X=qaV/W$, so the film must be thicker than this.

Each of the $N$ ions per area jumps at rate $\nu e^{-B/kT}$, and each jump adds volume $\Omega$. Hence
\begin{equation}
\frac{dX}{dt}=N\Omega\nu
\exp\!\left(-\frac{W}{kT}+\frac{qaV}{kTX}\right),
\end{equation}
which is Eq.~(\ref{rate}). Temperature, voltage, $N$, $\nu$ and $W$ are constant in time, and injected ions are assumed to be swept through the film without delaying further injection.

Return jumps have been dropped. For a symmetric barrier with linear lowering, the return barrier is $W+qaE$. At equal occupation of the two wells, the return rate divided by the forward rate is
\begin{equation}
\exp\!\left[-\frac{(W+qaE)-(W-qaE)}{kT}\right]=e^{-2y}.
\end{equation}
Thus $y=qaE/kT$ measures field strength, and strong field means $y\gg1$.

\section{Integration and the origin of the logarithm}

Start from thickness $X_0$ at $t=0$ and separate variables:
\begin{equation}
u_0t=\int_{X_0}^{X}e^{-X_1/x}\,dx .
\end{equation}
Substitute $v=X_1/x$, so $dx=-X_1\,dv/v^2$. The minus sign reverses the limits. With $y_0=X_1/X_0>y$,
\begin{equation}
t=\tau\int_y^{y_0}\frac{e^{-v}}{v^2}\,dv
=\tau[F(y)-F(y_0)],
\quad
F(y)=\int_y^\infty\frac{e^{-v}}{v^2}\,dv .
\label{time}
\end{equation}
The exponential integral $E_2(y)=\int_1^\infty e^{-ys}s^{-2}ds$ becomes $yF(y)$ under $v=ys$, so $F=E_2(y)/y$.

Define $t_0=\tau F(y_0)$. Then
\begin{equation}
t+t_0=\tau F(y).
\label{shift}
\end{equation}
The starting film enters as a shift of the time origin. For $t\gg t_0$ it can be ignored; for $t\lesssim t_0$ it cannot.

At large $y$, the exponential confines the integral to a range of order one above $y$, where $v^{-2}$ changes little. The leading result is $F\simeq e^{-y}/y^2$, and its logarithm contains $-2\ln y$. The factor $1/v^2$ is the Jacobian between thickness and inverse thickness: this is the origin of the slow term.

For a controlled estimate, compare $F$ with
\begin{equation}
g(y)=\frac{e^{-y}}{y(y+2)}.
\end{equation}
Differentiation gives
\begin{align}
-g'(y)
&=e^{-y}\left[\frac1{y(y+2)}+\frac{2y+2}{y^2(y+2)^2}\right]\nonumber\\
&=\frac{e^{-y}}{y^2}\,\frac{y^2+4y+2}{(y+2)^2}
=\frac{e^{-y}}{y^2}[1-\delta(y)],
\end{align}
where
\begin{equation}
\delta(y)=\frac2{(y+2)^2}.
\end{equation}
Since $-F'=e^{-y}/y^2$ and both functions vanish at infinity,
\begin{equation}
F(y)-g(y)=\int_y^\infty\delta(v)\frac{e^{-v}}{v^2}\,dv .
\end{equation}
The integrand is positive and $\delta(v)$ decreases, so $0<F-g<\delta(y)F$. Therefore, for every $y>0$,
\begin{equation}
g(y)<F(y)<\frac{g(y)}{1-\delta(y)} .
\label{bounds}
\end{equation}
Write $F=ge^{\varepsilon}$. Taking the logarithm of Eq.~(\ref{shift}) yields
\begin{equation}
y+\ln[y(y+2)]=\ln\frac{\tau}{t+t_0}+\varepsilon,
\quad 0<\varepsilon<-\ln(1-\delta).
\label{controlled}
\end{equation}
Use $y(y+2)=y^2(1+2/y)$. For $t\gg t_0$, dropping the term $-\ln(1+t_0/t)$ on the right gives Eq.~(\ref{implicit}). Its remainder stays positive as long as $\ln(1+t_0/t)<\varepsilon$, which holds at all tabulated times in the worked example.

\section{What is neglected}

Subtract Eq.~(\ref{implicit}) at $(t_r,X_r)$ from its value at $(t,X)$. Since $y/y_r=X_r/X$, the term $-2\ln(y/y_r)$ becomes $+2\ln(X/X_r)$:
\begin{equation}
\frac{X_1}{X}=\frac{X_1}{X_r}-\ln\frac t{t_r}
+2\ln\frac X{X_r}+R,
\label{ledger}
\end{equation}
where the remaining change is
\begin{equation}
R=-\ln\frac{1+2/y}{1+2/y_r}+\varepsilon-\varepsilon_r .
\end{equation}
Dropping the last two terms of Eq.~(\ref{ledger}) and dividing by $X_1$ gives Eq.~(\ref{frozen}). The term $2\ln(X/X_r)$ is slow in the precise sense that
\begin{equation}
\frac{d(2\ln y)}{dy}=\frac2y\ll1 .
\end{equation}
It is not small over an unlimited time interval.

There is also a choice of constant. Keeping only $y+2\ln y$ and then freezing $\ln y$ gives
\begin{equation}
\frac{X_1}{X}\simeq\ln\frac{X_r^2}{X_1u_0t}.
\label{absolute}
\end{equation}
This has the same slope as Eq.~(\ref{frozen}), but misses the reference value of $y$ by $\ln(1+2/y_r)-\varepsilon_r$. Equation~(\ref{frozen}) removes that offset by passing through the reference point.

\section{Local slope and a better straight line}

Let $\ell=\ln(t+t_0)$. From Eq.~(\ref{shift}),
\begin{equation}
\frac{dy}{d\ell}=\frac{F}{F'}=-S(y),\qquad
S(y)=y^2e^yF(y).
\label{slope}
\end{equation}
Multiplying Eq.~(\ref{bounds}) by $y^2e^y$ gives
\begin{equation}
\frac y{y+2}<S<\frac{y}{(y+2)(1-\delta)} .
\label{Sbounds}
\end{equation}
The right side equals $(y^2+2y)/(y^2+4y+2)$, so $S<1$. The frozen law, which has $S=1$, is too steep everywhere. It overestimates thickness after the reference time and underestimates it before.

Since $1/X=y/X_1$, the value of $X_1$ inferred from the local slope is $X_{\rm app}=X_1/S$. Equation~(\ref{Sbounds}) implies
\begin{equation}
(1-\delta)(X_1+2X)<X_{\rm app}<X_1+2X .
\label{apparent}
\end{equation}
If $q$, $a$ and $T$ are known, the inferred voltage carries the same relative bias.

A tangent in $\ln t$ keeps the simple form but uses the correct local slope:
\begin{equation}
y_{\rm tan}=y_r-S(y_r)L,\qquad
L=\ln\frac{t+t_0}{t_r+t_0}.
\label{tangent}
\end{equation}
Its error follows from the second derivative. Using $F'=-e^{-y}/y^2$,
\begin{equation}
S'=\left(1+\frac2y\right)S-1 .
\end{equation}
Inserting Eq.~(\ref{Sbounds}) gives
\begin{equation}
0<S'<\frac{\delta}{1-\delta}=\frac2{(y+2)^2-2}.
\end{equation}
Moreover,
\begin{equation}
\frac{d^2y}{d\ell^2}=-S'\frac{dy}{d\ell}=SS'>0 .
\end{equation}
The curve lies above its tangent. Taylor's theorem, with $S<1$, gives for $L\ne0$
\begin{equation}
0<y-y_{\rm tan}<\frac{L^2}{(y_m+2)^2-2},
\label{tanbound}
\end{equation}
where $y_m$ is the smallest $y$ between the two times.

\section{Implementation}

To obtain $X(t)$ without freezing anything, solve $F(y)=(t+t_0)/\tau$ with a library function for $E_2$. If none is available, set $\varepsilon=0$ in Eq.~(\ref{controlled}) and solve
\begin{equation}
h(y)\equiv y+\ln y+\ln(y+2)=\Lambda,\quad
\Lambda=\ln\frac{\tau}{t+t_0}.
\end{equation}
The derivative $h'=1+1/y+1/(y+2)$ is positive and decreasing, so the root is unique. Newton's iteration is
\begin{equation}
y_{n+1}=y_n+\frac{\Lambda-h(y_n)}{h'(y_n)} .
\end{equation}
For $\Lambda\ge1+\ln3$, start at $y=1$, where $h\le\Lambda$. A concave function lies below its tangent, so the tangent reaches $\Lambda$ no later than $h$ does. The iterates rise to the root without overshooting. Because $h'>1$, the approximate root lies below the true $y$ by less than $\varepsilon$. Evaluating $-\ln(1-\delta)$ at the approximate root gives a safe error bound, since $\delta$ decreases with $y$.

To extract $X_1$ from data with $t\gg t_0$, restore the slow term and plot $\ln(t/X^2)$ against $1/X$. The choice of units inside the logarithm changes the intercept, not the slope. From Eq.~(\ref{slope}),
\begin{equation}
\frac{d\ln(t/X^2)}{d(1/X)}
=-X_1\left(\frac1S-\frac2y\right).
\label{corrected}
\end{equation}
The reciprocal of Eq.~(\ref{Sbounds}) gives
\begin{equation}
1-\delta\left(1+\frac2y\right)<\frac1S-\frac2y<1 .
\end{equation}
The bias has dropped from order $1/y$ to order $1/y^2$, provided the barrier lowering is linear and the time shift is small enough. Since $d\ln t=(1+t_0/t)\,d\ell$, using $t$ in place of $t+t_0$ replaces $1/S$ by $(1+t_0/t)/S$ in Eq.~(\ref{corrected}) and raises the apparent $X_1$ by a fraction of about $t_0/t$. The bounds above therefore need $t_0/t\ll2/y^2$, not merely $t\gg t_0$; otherwise plot $\ln[(t+t_0)/X^2]$. With the parameters of the worked example, a fit over two decades starting at $10\,t_0$ returns $X_1$ 1.6\% too high. The shift grows steeply with the starting thickness: $t_0$ is about 6 s for $X_0=0.9$ nm and about 700 s for $X_0=1.2$ nm.

\section{Worked example}

Take round model parameters: $T=300$ K, $W=1.3$ eV, $q=2e$, $a=0.2$ nm, $V=1$ V, $\nu=10^{13}$ s$^{-1}$, $N=10$ nm$^{-2}$, $\Omega=0.02$ nm$^3$ and $X_0=0.5$ nm. With $kT=0.025852$ eV,
\begin{align}
X_1&=\frac{2(0.2)(1)}{0.025852}\ {\rm nm}=15.47\ {\rm nm},\\
u_0&=(10)(0.02)(10^{13})e^{-1.3/0.025852}\ {\rm nm/s}\nonumber\\
&=2.90\times10^{-10}\ {\rm nm/s},
\end{align}
and $\tau=5.34\times10^{10}$ s. The time shift is $t_0=1.9\times10^{-6}$ s, negligible from 10 s onward.

The field $V/X$ is 2 V/nm in the starting film and falls from 1.08 to 0.56 V/nm between 10 s and $10^5$ s. Fields this high reach or exceed the breakdown strength of many oxides, and the film is less than ten jump distances thick, so a uniform field in a continuous film is an idealisation. The example illustrates the equations; it does not predict the growth of a particular oxide.

Direct numerical integration of Eq.~(\ref{rate}) gives the second and third columns below. The last two columns use the frozen law and the tangent law, both anchored at $10^3$ s.
\begin{center}
\begin{tabular}{ccccc}
$t$ (s) & $y$ & $X$ (nm) & frozen (nm) & tangent (nm)\\
$10$ & 16.66 & 0.929 & 0.900 & 0.932\\
$10^3$ & 12.59 & 1.229 & 1.229 & 1.229\\
$10^5$ & 8.68 & 1.784 & 1.938 & 1.803
\end{tabular}
\end{center}
Relative to the integrated thickness, the frozen law is 3.1\% low at 10 s and 8.7\% high at $10^5$ s. The tangent law is 0.4\% and 1.1\% high.

Equation~(\ref{ledger}) accounts for the late error. From $10^3$ to $10^5$ s, $\ln(t/t_r)=4.605$, while $2\ln(X/X_r)=0.745$ and $R=-0.053$. Thus
\begin{equation}
y=12.589-4.605+0.745-0.053=8.676,
\end{equation}
in agreement with the integrated value within rounding. The frozen law stops at $12.589-4.605=7.984$. The gap of 0.692 is the neglected logarithm, 0.745, less the 0.053 taken back by $R$.

The constant in Eq.~(\ref{absolute}) also matters. At $10^3$ s, $\ln(\tau/t)=17.793$ and $2\ln y=5.066$, giving $y=12.727$ and $X=15.47/12.727=1.216$ nm. This is 1.1\% below the integrated thickness. By contrast, the implicit equation with $\varepsilon=0$ is much closer: even at $10^5$ s, its error in $y$ is less than $\varepsilon=0.0154$, or 0.18\% of $y$.

A least-squares line through $1/X$ against $\ln t$, at 41 logarithmically spaced times from 10 to $10^5$ s, has $R^2=0.9999$. It nevertheless returns $X_1=17.82$ nm, 15\% too high, and hence an inferred voltage of 1.15 V instead of 1 V. The high $R^2$ is compatible with the wrong slope because $S$ changes only from 0.898 to 0.825 over this interval: the curve is nearly straight, but its slope is not that of the frozen law. With the slow term restored, the fit gives 15.31 nm and 0.99 V, both 1.0\% low. This recovery identifies the neglected logarithm as the main source of the bias in this model.

\section{Barrier shape and limits of use}

The corrected plot removes an integration error; it does not establish that the barrier falls linearly. Consider $U(s)=(W/2)[1-\cos(\pi s/a)]$. The stationary condition is
\begin{equation}
\sin\frac{\pi s}{a}=\varphi,\qquad
\varphi=\frac{2fa}{\pi W}.
\end{equation}
The well moves to $(a/\pi)\arcsin\varphi$ and the top moves inward by the same amount. Equation~(\ref{dB}) becomes
\begin{equation}
\frac{dB}{df}=-a+\frac{2a}{\pi}\arcsin\varphi
\simeq-a+\frac{4a^2f}{\pi^2W}.
\end{equation}
Integrating from zero force gives
\begin{equation}
B\simeq W-qaE+\frac{2(qaE)^2}{\pi^2W}.
\end{equation}
In the example the full cosine shift above the linear barrier is 0.0165 eV at the reference thickness, or $0.64\,kT$. It multiplies the rate there by $e^{-0.64}=0.53$.

To see its effect on the slope, put $c=2kT/(\pi^2W)$. The time integrand is then proportional to $e^{-\psi}$, with $\psi=y-cy^2+2\ln y$. Integration by parts, neglecting the contribution from the starting film, gives
\begin{equation}
-\frac{d\ln t}{dy}\simeq\psi'+\frac{\psi''}{\psi'},\qquad
\psi'=1-2cy+\frac2y .
\end{equation}
Barrier curvature and the slow logarithm push the slope in opposite directions. At $y=12.59$, $c=0.00403$ gives $\psi'=1.057$ and $\psi''=-2c-2/y^2=-0.0207$. The estimate is $1.057-0.0196=1.038$, hence an apparent $X_1$ of 16.06 nm. Numerical integration with the full cosine barrier also gives 16.06 nm, compared with 17.78 nm for the linear barrier.

This partial cancellation is not a validation of the frozen law. By Eq.~(\ref{corrected}), restoring the logarithm subtracts $2X$ from the local apparent value. For the cosine barrier this gives $16.06-2(1.229)\simeq13.6$ nm, 12\% below the true $X_1$. If the barrier may be smooth, its shape must be included in the rate before a voltage or jump distance is extracted.

The opposite field limit sets another boundary. If Eq.~(\ref{rate}) were continued to $y\ll1$, it would give linear growth, $dX/dt\simeq u_0$. That limit is unphysical for a symmetric barrier with equally occupied wells, because return jumps are no longer negligible. Including them gives
\begin{equation}
\frac{dX}{dt}=u_0(e^y-e^{-y})\simeq\frac{2u_0X_1}{X},
\end{equation}
and therefore $X^2\simeq4u_0X_1t+{\rm constant}$. Under these added assumptions the weak-field growth is parabolic. The inverse-logarithmic law belongs to $X\ll X_1$. Even there it requires constant voltage and injection as the slowest step; space charge or slow transport through the film calls for a different rate equation. Further values for the example are given in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K; kT = 0.025852 eV
barrier W = 1.30 eV; ion charge = 2 e
well-to-top distance a = 0.20 nm; voltage V = 1.00 V
attempt frequency = 1.00e+13 1/s
ions per area N = 10.0 1/nm^2; Omega = 0.020 nm^3
starting thickness = 0.50 nm; y_start = 30.945
X1 = 15.4727 nm
u0 = 2.8973e-10 nm/s; tau = 5.3404e+10 s
time shift from starting film = 1.908e-06 s
--- t = 1e+01 s; ln(tau/t) = 22.3986
integrated X = 0.9285 nm; y = 16.6640
field = 1.0770 V/nm; qaE = 0.4308 eV
growth rate = 5.001e-03 nm/s
2 ln y = 5.6265; ln(1+2/y) = 0.1133
eps = 0.00527; bound = 0.00576
slope S = 0.89756; y/(y+2) = 0.89284
X frozen law = 0.8999 nm; X tangent law = 0.9323 nm
ln(t/t_ref) = -4.6052; 2 ln(X/X_ref) = -0.5609; rest = 0.0309
cosine barrier shift = 0.0290 eV; return/forward = 3.4e-15
--- t = 1e+03 s; ln(tau/t) = 17.7934
integrated X = 1.2291 nm; y = 12.5888
field = 0.8136 V/nm; qaE = 0.3254 eV
growth rate = 8.496e-05 nm/s
2 ln y = 5.0656; ln(1+2/y) = 0.1474
eps = 0.00847; bound = 0.00944
slope S = 0.87025; y/(y+2) = 0.86291
X frozen law = 1.2291 nm; X tangent law = 1.2291 nm
ln(t/t_ref) = 0.0000; 2 ln(X/X_ref) = 0.0000; rest = 0.0000
cosine barrier shift = 0.0165 eV; return/forward = 1.2e-11
--- t = 1e+05 s; ln(tau/t) = 13.1882
integrated X = 1.7835 nm; y = 8.6752
field = 0.5607 V/nm; qaE = 0.2243 eV
growth rate = 1.697e-06 nm/s
2 ln y = 4.3209; ln(1+2/y) = 0.2075
eps = 0.01542; bound = 0.01771
slope S = 0.82528; y/(y+2) = 0.81265
X frozen law = 1.9381 nm; X tangent law = 1.8031 nm
ln(t/t_ref) = 4.6052; 2 ln(X/X_ref) = 0.7447; rest = -0.0531
cosine barrier shift = 0.0078 eV; return/forward = 2.9e-08
--- fits from 1e1 s to 1e5 s
plain fit: X1 = 17.8165 nm; R^2 = 0.999886
plain fit: inferred voltage = 1.1515 V
fit with slow term restored: X1 = 15.3147 nm
corrected fit: inferred voltage = 0.9898 V
--- apparent X1 at the reference thickness
linear barrier = 17.7796 nm; X1 + 2X = 17.9309 nm
cosine barrier = 16.0635 nm
\end{verbatim}
